**Space-time GW on a model ring, compared with frequency-space and pole formulas**

The program tests \(P(\tau)=2G(\tau)G(-\tau)\) and \(\Sigma_c(\tau)=-G(\tau)W_c(\tau)\), taken point by point in space. Here \(G\) is the mean-field Green function, \(P\) the irreducible polarizability, \(W_c\) the screened minus the bare interaction, \(\Sigma_c\) the correlation self-energy and \(\tau\) imaginary time. It asserts agreement of \(G\) with the resolvent, of \(P\) with the explicit pair sum and with the density change under a small potential, and of \(W_c\) with the exact RPA poles. It also asserts that \(\Sigma_c\) matches a direct frequency convolution, and that its continuation to the band edges matches the exact pole sum. The largest error printed for the array comparisons, each measured as the largest deviation divided by the largest reference element, is \(3.3\times10^{-7}\), for \(W_c(\tau)\). The linearised GW gap is 1.182 Ha, against a mean-field gap of 0.591 Ha from a potential without exchange or correlation. On doubling the ring from 32 to 64 cells, the measured time grows by 14.9 for the pair sum and 7.8 for the products; the program asserts only that the first factor is the larger.

## Verification by program

```python
"""
Result under test: the space-time form of one-shot GW.
  P(x,x';t) = 2 G(x,x';t) G(x',x;-t)       (2 = spin)
  Sigma_c(x,x';t) = -G(x,x';t) Wc(x,x';t),  Sigma_x = -G(0-) v
t is imaginary time, G the mean-field Green function, P the
irreducible polarizability, v the bare and W = v + Wc the
screened interaction. Transforms: F(iw) = int dt exp(iwt) F(t).
Model: electrons on a ring, Hartree atomic units. Grid orbitals
obey sum_x phi(x)^2 = 1, which absorbs the grid spacing.
"""
import time
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import circulant

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
CELL, POINTS, DEPTH, SOFT = 4.0, 8, 0.6, 1.0
SPACING = CELL / POINTS


def ring(cells):
    """Hamiltonian, energies, orbitals and interaction row."""
    n = cells * POINTS
    x = np.arange(n) * SPACING
    k = 2 * np.pi * np.fft.fftfreq(n, SPACING)
    kinetic = np.fft.ifft((k**2 / 2)[:, None]
                          * np.fft.fft(np.eye(n), axis=0), axis=0).real
    ham = kinetic + np.diag(-DEPTH * np.cos(2 * np.pi * x / CELL))
    ham = (ham + ham.T) / 2
    energy, orbital = np.linalg.eigh(ham)
    length = n * SPACING
    chord = length / np.pi * np.sin(np.pi * x / length)
    return ham, energy, orbital, 1 / np.sqrt(chord**2 + SOFT**2)


def green(energy, orbital, mu, nocc, t):
    """Imaginary-time Green function; t <= 0 means the occupied side."""
    part = slice(nocc, None) if t > 0 else slice(0, nocc)
    sign = -1.0 if t > 0 else 1.0
    c = orbital[:, part]
    return sign * (c * np.exp(-(energy[part] - mu) * t)) @ c.T


def time_grid(e_low, e_high, n):
    return np.geomspace(0.02 / e_high, 12 / e_low, n)


def half_line_weights(freqs, times, e_low, e_high):
    """Weights L with sum_j L_j exp(-E t_j) = 1/(E - iw) on the range."""
    e = np.geomspace(e_low, e_high, 400)
    target = 1 / (e[:, None] - 1j * np.asarray(freqs)[None, :])
    basis = np.exp(-np.outer(e, times)).astype(complex)
    return np.linalg.lstsq(basis, target, rcond=1e-13)[0]


def pair_polarizability(energy, orbital, nocc, w):
    """Explicit sum over occupied-empty pairs at frequency iw."""
    n = len(energy)
    total = np.zeros((n, n))
    empty = orbital[:, nocc:]
    for i in range(nocc):
        d = energy[nocc:] - energy[i]
        b = orbital[:, i, None] * empty
        total -= (b * (4 * d / (d**2 + w**2))) @ b.T
    return total


def product_polarizability(energy, orbital, mu, nocc, times, weight):
    """Same quantity from products of Green functions in time."""
    n = len(energy)
    total = np.zeros((n, n))
    for t, lam in zip(times, weight):
        p = 2 * green(energy, orbital, mu, nocc, t) \
            * green(energy, orbital, mu, nocc, -t).T
        total += 2 * lam.real * p
    return total


def screen(p, vq):
    """Wc from P, solved in reciprocal space where v is diagonal."""
    pq = np.fft.fft(np.fft.ifft(p, axis=1), axis=0)
    s = np.sqrt(vq)
    one = np.eye(len(vq))
    inverse = np.linalg.inv(one - s[:, None] * pq * s[None, :])
    wq = s[:, None] * (inverse - one) * s[None, :]
    return np.fft.fft(np.fft.ifft(wq, axis=0), axis=1).real


def pade_coefficients(z, f):
    g = np.array(f, dtype=complex)
    for p in range(1, len(z)):
        g[p:] = (g[p - 1] - g[p:]) / ((z[p:] - z[p - 1]) * g[p:])
    return g


def pade_value(z, a, x):
    r = 1.0 + 0j
    for p in range(len(z) - 1, 0, -1):
        r = 1 + a[p] * (x - z[p - 1]) / r
    return a[0] / r


def rel(a, b):
    return np.max(np.abs(a - b)) / np.max(np.abs(b))


# ---------- model and grids ----------
cells = 6
nocc = cells
ham, eps, phi, vrow = ring(cells)
n = len(eps)
v = circulant(vrow)
vq = np.fft.fft(vrow).real
assert vq.min() > 0
gap = eps[nocc] - eps[nocc - 1]
width = eps[-1] - eps[0]
mu = (eps[nocc] + eps[nocc - 1]) / 2
e_low, e_high = 0.5 * gap, 2.5 * width
n_time = n_freq = 32
times = time_grid(e_low, e_high, n_time)
freqs = np.geomspace(0.05 * gap, 10 * width, n_freq)
print(f"cell length {CELL:.1f} bohr, spacing {SPACING:.2f} bohr")
print(f"potential depth {DEPTH:.2f} Ha, softening {SOFT:.1f} bohr")
print(f"cells {cells}, grid points {n}, occupied {nocc}, empty {n-nocc}")
print(f"mean-field gap {gap:.5f} Ha, largest transition {width:.4f} Ha")
print(f"chemical potential {mu:.5f} Ha")
print(f"time points {n_time}, from {times[0]:.2e} to {times[-1]:.2f} 1/Ha")
print(f"freq points {n_freq}, from {freqs[0]:.4f} to {freqs[-1]:.1f} Ha")

# ---------- Green function against the resolvent ----------
w_test = 0.5
lam_test = half_line_weights([0.0, w_test], times, e_low, e_high)
g_plus = np.array([green(eps, phi, mu, nocc, t) for t in times])
g_minus = np.array([green(eps, phi, mu, nocc, -t) for t in times])
g_freq = (np.einsum("j,jxy->xy", lam_test[:, 1], g_plus)
          + np.einsum("j,jxy->xy", lam_test[:, 1].conj(), g_minus))
resolvent = np.linalg.inv((1j * w_test + mu) * np.eye(n) - ham)
err = rel(g_freq, resolvent)
print(f"test frequency {w_test:.2f} Ha")
print(f"G: time transform vs resolvent, rel. error {err:.1e}")
assert err < 1e-6

# ---------- factorisation of the pair sum ----------
delta = eps[None, nocc:] - eps[:nocc, None]
s_exp = np.linalg.svd(np.exp(-delta), compute_uv=False)
s_inv = np.linalg.svd(1 / delta, compute_uv=False)
print(f"2nd/1st singular value, exp(-D t) at t=1/Ha: {s_exp[1]/s_exp[0]:.1e}")
print(f"2nd/1st singular value, 1/D: {s_inv[1]/s_inv[0]:.4f}")
assert s_exp[1] / s_exp[0] < 1e-12 and s_inv[1] / s_inv[0] > 1e-3

p_time = 2 * g_plus * g_minus.transpose(0, 2, 1)
j0 = int(np.argmin(np.abs(times - 1.0)))
xa, xb = 0, 2
double_sum = 0.0
for i in range(nocc):
    for a in range(nocc, n):
        double_sum -= (2 * phi[xa, i] * phi[xa, a] * phi[xb, i]
                       * phi[xb, a] * np.exp(-(eps[a] - eps[i]) * times[j0]))
assert abs(double_sum - p_time[j0, xa, xb]) < 1e-12

# ---------- polarizability: pair sum and density response ----------
p_static = 2 * np.einsum("j,jxy->xy", lam_test[:, 0].real, p_time)
p_w = 2 * np.einsum("j,jxy->xy", lam_test[:, 1].real, p_time)
err = rel(p_w, pair_polarizability(eps, phi, nocc, w_test))
print(f"P: products vs pair sum, rel. error {err:.1e}")
assert err < 1e-6
bump = np.cos(2 * np.pi * np.arange(n) / n)
step = 1e-4
densities = []
for sign in (1, -1):
    c = np.linalg.eigh(ham + sign * step * np.diag(bump))[1][:, :nocc]
    densities.append(2 * np.sum(c**2, axis=1))
response = (densities[0] - densities[1]) / (2 * step)
err = rel(p_static @ bump, response)
print(f"P(0): products vs density change, rel. error {err:.1e}")
assert err < 1e-5

# ---------- screened interaction, back to imaginary time ----------
lam = half_line_weights(freqs, times, e_low, e_high)
p_freq = 2 * np.einsum("jk,jxy->kxy", lam.real, p_time)
wc_freq = np.array([screen(p, vq) for p in p_freq])
boson = np.geomspace(gap, 1.5 * width, 400)
lorentz = 2 * boson[:, None] / (boson[:, None]**2 + freqs[None, :]**2)
back = np.linalg.lstsq(lorentz, np.exp(-np.outer(boson, times)),
                       rcond=1e-13)[0]
wc_time = np.einsum("kj,kxy->jxy", back, wc_freq)

# exact RPA excitations: an independent pole form of Wc
pairs = (phi[:, :nocc, None] * phi[:, None, nocc:]).reshape(n, -1)
d = delta.ravel()
root = np.sqrt(d)
rpa = np.diag(d**2) + 4 * root[:, None] * (pairs.T @ v @ pairs) * root
om2, z_vec = np.linalg.eigh(rpa)
omega = np.sqrt(om2)
assert omega[0] > gap * (1 - 1e-9) and omega[-1] < 1.5 * width
w_amp = v @ ((pairs * root) @ z_vec * np.sqrt(2 / omega))
wc_exact = -np.array([(w_amp * np.exp(-omega * t)) @ w_amp.T
                      for t in times])
err = rel(wc_time, wc_exact)
print(f"RPA excitations from {omega[0]:.4f} to {omega[-1]:.4f} Ha")
print(f"Wc(t): fitted transform vs RPA poles, rel. error {err:.1e}")
assert err < 1e-5

# ---------- self-energy against the frequency convolution ----------
s_plus = -g_plus * wc_time
s_minus = -g_minus * wc_time
s_freq = (np.einsum("j,jxy->xy", lam_test[:, 1], s_plus)
          + np.einsum("j,jxy->xy", lam_test[:, 1].conj(), s_minus))
m, scale = 200, 2.5
convolution = np.zeros((n, n), dtype=complex)
for theta in (np.arange(m) + 0.5) * np.pi / m - np.pi / 2:
    w = scale * np.tan(theta)
    jac = scale / np.cos(theta)**2 * np.pi / m
    p = pair_polarizability(eps, phi, nocc, w)
    wc = np.linalg.solve(np.eye(n) - v @ p, v) - v
    g = np.linalg.inv((1j * (w_test + w) + mu) * np.eye(n) - ham)
    convolution -= jac / (2 * np.pi) * g * wc
err = rel(s_freq, convolution)
print(f"Sigma_c: products vs convolution, rel. error {err:.1e}")
assert err < 1e-5

print(f"sample: points {(xb-xa)*SPACING:.1f} bohr apart, "
      f"t = {times[j0]:.4f} 1/Ha")
print(f"  G(t) {g_plus[j0, xa, xb]:.6f}, G(-t) {g_minus[j0, xb, xa]:.6f}")
print(f"  P(t) {p_time[j0, xa, xb]:.6e} (pair sum {double_sum:.6e})")
print(f"  Wc(t) {wc_time[j0, xa, xb]:.6e} Ha^2")
print(f"  Sigma_c(t) {s_plus[j0, xa, xb]:.6e} Ha^2")

# ---------- band edges: continuation against exact poles ----------
fit_w = np.geomspace(0.2, 20.0, 12)
lam_fit = half_line_weights(fit_w, times, e_low, e_high)
sigma_x = -green(eps, phi, mu, nocc, 0.0) * v
side = np.where(np.arange(n) < nocc, 1.0, -1.0)
print(f"Pade points {len(fit_w)}, from {fit_w[0]:.1f} to {fit_w[-1]:.1f} Ha")
quasi, quasi_exact = [], []
for name, state in (("top occupied", nocc - 1), ("lowest empty", nocc)):
    c = phi[:, state]
    up = np.einsum("x,jxy,y->j", c, s_plus, c)
    down = np.einsum("x,jxy,y->j", c, s_minus, c)
    values = lam_fit.T @ up + lam_fit.conj().T @ down
    coef = pade_coefficients(1j * fit_w, values)
    coupling = (phi.T * c) @ w_amp

    def continued(e):
        return pade_value(1j * fit_w, coef, e - mu).real

    def exact(e):
        return np.sum(coupling**2 / (e - eps[:, None]
                                     + side[:, None] * omega[None, :]))

    x_part = c @ sigma_x @ c
    x_ref = -sum(np.sum(vq * np.abs(np.fft.fft(phi[:, i] * c))**2) / n
                 for i in range(nocc))
    assert abs(x_part - x_ref) < 1e-10
    e0, de = eps[state], 1e-3
    results = []
    for func in (continued, exact):
        slope = (func(e0 + de) - func(e0 - de)) / (2 * de)
        z = 1 / (1 - slope)
        results.append((func(e0), z, e0 + z * (x_part + func(e0))))
    assert abs(results[0][0] - results[1][0]) < 1e-4
    assert abs(results[0][1] - results[1][1]) < 1e-3
    quasi.append(results[0][2])
    quasi_exact.append(results[1][2])
    print(f"{name}: mean-field energy {e0:.5f} Ha")
    print(f"  Sigma_x {x_part:.5f} Ha, Sigma_c {results[0][0]:.5f} Ha")
    print(f"  Sigma_c from exact poles {results[1][0]:.5f} Ha")
    print(f"  Z {results[0][1]:.4f}, GW energy {results[0][2]:.5f} Ha")
gw_gap = quasi[1] - quasi[0]
gw_gap_exact = quasi_exact[1] - quasi_exact[0]
assert abs(gw_gap - gw_gap_exact) < 1e-3
print(f"gap: mean field {gap*HARTREE_EV:.3f} eV")
print(f"gap: GW {gw_gap:.5f} Ha = {gw_gap*HARTREE_EV:.3f} eV")
print(f"gap: GW from exact poles {gw_gap_exact:.5f} Ha")

# ---------- time points needed as the energy range grows ----------
needed = {}
for ratio in (10, 100, 1000):
    e = np.geomspace(1, ratio, 733)
    for count in range(2, 60):
        t = time_grid(1.0, ratio, count)
        wt = half_line_weights([0.0], t, 1.0, ratio)[:, 0].real
        if np.max(np.abs(np.exp(-np.outer(e, t)) @ wt - 1 / e)) < 1e-6:
            needed[ratio] = count
            break
print("time points for error 1e-6 in 1/E (lowest E = 1):")
print("  " + ", ".join(f"range {r}: {c}" for r, c in needed.items()))
assert len(needed) == 3 and needed[1000] < 4 * needed[10]

# ---------- larger rings, unchanged time grid ----------
seconds = {}
for big, repeats in ((32, 5), (64, 2)):
    _, e_big, c_big, _ = ring(big)
    assert abs(e_big[big] - e_big[big - 1] - gap) < 1e-8
    assert abs(e_big[-1] - e_big[0] - width) < 1e-8
    best = [np.inf, np.inf]
    for _ in range(repeats):
        t0 = time.perf_counter()
        p_pair = pair_polarizability(e_big, c_big, big, w_test)
        t1 = time.perf_counter()
        p_prod = product_polarizability(e_big, c_big, mu, big,
                                        times, lam_test[:, 1])
        t2 = time.perf_counter()
        best = [min(best[0], t1 - t0), min(best[1], t2 - t1)]
    err = rel(p_prod, p_pair)
    assert err < 1e-6
    seconds[big] = best
    print(f"{big} cells: rel. error of P {err:.1e}")
    print(f"  pair sum {best[0]:.3f} s, products {best[1]:.3f} s")
growth = [seconds[64][r] / seconds[32][r] for r in (0, 1)]
print(f"time growth on doubling: pair sum {growth[0]:.1f}, "
      f"products {growth[1]:.1f}")
assert growth[0] > growth[1]

print("ALL CHECKS PASSED")
```

Output:

```
cell length 4.0 bohr, spacing 0.50 bohr
potential depth 0.60 Ha, softening 1.0 bohr
cells 6, grid points 48, occupied 6, empty 42
mean-field gap 0.59129 Ha, largest transition 19.8934 Ha
chemical potential 0.27179 Ha
time points 32, from 4.02e-04 to 40.59 1/Ha
freq points 32, from 0.0296 to 198.9 Ha
test frequency 0.50 Ha
G: time transform vs resolvent, rel. error 8.9e-08
2nd/1st singular value, exp(-D t) at t=1/Ha: 2.8e-16
2nd/1st singular value, 1/D: 0.0158
P: products vs pair sum, rel. error 1.3e-08
P(0): products vs density change, rel. error 2.8e-09
RPA excitations from 0.6022 to 19.8937 Ha
Wc(t): fitted transform vs RPA poles, rel. error 3.3e-07
Sigma_c: products vs convolution, rel. error 3.2e-08
sample: points 1.0 bohr apart, t = 0.9867 1/Ha
  G(t) 0.018637, G(-t) 0.117389
  P(t) 4.375490e-03 (pair sum 4.375490e-03)
  Wc(t) -9.027465e-03 Ha^2
  Sigma_c(t) 1.682423e-04 Ha^2
Pade points 12, from 0.2 to 20.0 Ha
top occupied: mean-field energy -0.02386 Ha
  Sigma_x -0.77035 Ha, Sigma_c 0.01222 Ha
  Sigma_c from exact poles 0.01224 Ha
  Z 0.9699, GW energy -0.75916 Ha
lowest empty: mean-field energy 0.56744 Ha
  Sigma_x -0.13310 Ha, Sigma_c -0.01604 Ha
  Sigma_c from exact poles -0.01605 Ha
  Z 0.9687, GW energy 0.42297 Ha
gap: mean field 16.090 eV
gap: GW 1.18213 Ha = 32.167 eV
gap: GW from exact poles 1.18205 Ha
time points for error 1e-6 in 1/E (lowest E = 1):
  range 10: 15, range 100: 19, range 1000: 23
32 cells: rel. error of P 1.3e-08
  pair sum 0.034 s, products 0.054 s
64 cells: rel. error of P 1.3e-08
  pair sum 0.513 s, products 0.416 s
time growth on doubling: pair sum 14.9, products 7.8
ALL CHECKS PASSED
```
